\section*{Absolute Stability of a Rapidly Freezing Alloy Front after Pulsed-Laser Melting, part 1}

(Sections cited here and not found follow in the second part.)

\section{The planar front and the growth of a ripple}

A laser pulse melts the implanted surface layer of a crystal. When the pulse is over, the melt freezes back towards the surface. A solute that dissolves less readily in the crystal than in the melt is partly rejected at the moving front and collects just ahead of it. A small ripple on the front may then grow and leave the solute segregated in a cellular pattern, or it may die out and leave a uniform crystal. The problem is to find the speeds at which ripples of every wavelength fail to grow.

Let $z$ point from the crystal into the melt and let $x$ run along the front. The coordinates move with the mean front at constant speed $V>0$, and the undisturbed front is at $z=0$. The solute fraction in the melt is $C$, with the value $C_0$ far ahead of the front. The model has four ingredients.

First, solute diffuses in the melt with constant diffusivity $D$, and diffusion in the crystal is neglected. A time derivative at a fixed laboratory point becomes $\partial_t-V\partial_z$ in the moving frame, so
\begin{equation}
\partial_t C=D\nabla^2C+V\partial_zC .
\label{eq:bulk}
\end{equation}

Secondly, the crystal takes up the fraction $kC$ from melt of fraction $C$ at the front, with fixed $k$ and $0<k<1$. The rest diffuses away. If $\mathbf n$ is the unit normal pointing into the melt and $V_n$ is the laboratory speed of the front along it,
\begin{equation}
(1-k)C\,V_n=-D\,\mathbf n\cdot\nabla C .
\label{eq:flux}
\end{equation}

Thirdly, the front is in local equilibrium:
\begin{equation}
T=T_m-|m|C-G\mathcal K .
\label{eq:gt}
\end{equation}
Here $T_m$ is the melting temperature of the pure material and $m<0$ is the constant liquidus slope. The curvature $\mathcal K$ is positive where the crystal bulges into the melt. The Gibbs--Thomson coefficient $G$ is the interfacial energy times $T_m$, divided by the latent heat per volume. It is taken to be isotropic and has the dimensions of temperature times length.

Fourthly, the temperature near the front is for now prescribed as $T=T_0+gz$ with $g\ge0$. The flow of heat is treated in part (h).

The mixture is dilute, and the melt is at rest in the laboratory. None of the equations contains $\hbar$, the electron charge or the electron mass. The algebra therefore reads the same in atomic units as in any other consistent set.

\subsection*{Part (a): the planar state}

\textbf{Question.} Find the steady solute profile ahead of a planar front, its first two derivatives at the front, and $T_0$.

\textbf{Solution.} For a steady planar profile $\bar C(z)$, equation \eqref{eq:bulk} reads $D\bar C''+V\bar C'=0$. Hence $\bar C'$ is proportional to $e^{-pz}$ with
\begin{equation}
p=\frac VD ,
\end{equation}
and $\bar C=C_0+\Delta\,e^{-pz}$ with a constant $\Delta$. The planar front has $V_n=V$, so \eqref{eq:flux} at $z=0$ gives
\begin{equation}
(1-k)(C_0+\Delta)V=Dp\Delta=V\Delta .
\end{equation}
Cancelling $V$ and collecting the terms in $\Delta$ leaves $(1-k)C_0=k\Delta$. Therefore
\begin{equation}
\Delta=\frac{C_0(1-k)}k,\qquad \bar C(0)=C_0+\Delta=\frac{C_0}k .
\label{eq:delta}
\end{equation}
The crystal grows with fraction $k\bar C(0)=C_0$, as conservation requires in a steady state. The derivatives at the front are
\begin{equation}
\bar C'(0)=-p\Delta,\qquad \bar C''(0)=p^2\Delta .
\end{equation}
Equation \eqref{eq:gt} with $\mathcal K=0$ fixes $T_0=T_m-|m|C_0/k$.

Two consequences will be used below. From \eqref{eq:delta}, $(1-k)\bar C(0)=\Delta$. Also, the liquidus temperature differs between the far melt and the melt at the front by
\begin{equation}
\Delta T_0=|m|\Delta=\frac{|m|C_0(1-k)}k .
\label{eq:dt0}
\end{equation}
This is the freezing range. Just ahead of the front the liquidus temperature rises with slope $p\,\Delta T_0$. If this slope exceeds $g$, the melt there is colder than its own liquidus, a condition called constitutional undercooling.

\subsection*{Part (b): the disturbed solute field}

\textbf{Question.} The front is displaced to $z=h(x,t)=\varepsilon e^{iqx+\sigma t}$, with $q>0$ and infinitesimal $\varepsilon$. Find the form of the accompanying solute disturbance, and decide which solution is allowed when the ripple does not decay.

\textbf{Solution.} The equations for a small disturbance are linear, so the Fourier components evolve separately and the real part may be taken at the end. In an isotropic model the direction of the wave vector along the front does not matter. Write
\begin{equation}
C=\bar C(z)+B\,h(x,t)\,e^{-\beta z},
\label{eq:mode}
\end{equation}
with a constant $B$. In \eqref{eq:bulk} the time derivative of the new term brings a factor $\sigma$, the Laplacian brings $\beta^2-q^2$, and the $z$ derivative brings $-\beta$. Thus
\begin{equation}
\sigma=D(\beta^2-q^2)-V\beta=D(\beta^2-p\beta-q^2).
\label{eq:beta}
\end{equation}
It is convenient to measure lengths by $1/p$ and times by $D/V^2$:
\begin{equation}
b=\frac\beta p,\qquad w=\frac qp,\qquad s=\frac{\sigma D}{V^2} .
\end{equation}
Dividing \eqref{eq:beta} by $Dp^2=V^2/D$ gives
\begin{equation}
s=b^2-b-w^2 .
\label{eq:s1}
\end{equation}
For given $s$ the two solutions are $b=\tfrac12\pm r$, with $r^2=\tfrac14+w^2+s$ and $\operatorname{Re}r\ge0$. Suppose that $\operatorname{Re}s\ge0$. Since $w>0$,
\begin{equation}
(\operatorname{Re}r)^2\ge(\operatorname{Re}r)^2-(\operatorname{Im}r)^2=\operatorname{Re}r^2>\tfrac14 ,
\end{equation}
so $\operatorname{Re}r>\tfrac12$. The lower sign has $\operatorname{Re}b<0$ and gives a disturbance that grows into the melt, which is excluded. The upper sign remains, and it has
\begin{equation}
\operatorname{Re}b>1 .
\label{eq:reb}
\end{equation}
Every ripple that grows or stays neutral therefore has a solute disturbance confined more closely to the front than the planar solute layer. For decaying ripples the same branch, $\operatorname{Re}b>\tfrac12$, is used. It continues the allowed solution to negative growth rates.

\subsection*{Part (c): the conditions at the moving front}

\textbf{Question.} Linearise \eqref{eq:flux} and \eqref{eq:gt} in $h$, and obtain $\sigma$ in terms of $\beta$ and $q$.

\textbf{Solution.} The unit normal is $(-\partial_xh,1)/\sqrt{1+(\partial_xh)^2}$. Its square root differs from unity only at second order. The product $\partial_xh\,\partial_xC$ is also of second order, because the planar profile has no $x$ dependence. To first order, then,
\begin{equation}
V_n=V+\sigma h,\qquad \mathbf n\cdot\nabla C=\partial_zC,\qquad \mathcal K=-\partial_x^2h=q^2h .
\end{equation}
The curvature is positive at a crest, as the convention demands.

All fields must be evaluated at $z=h$, not at $z=0$. The solute fraction there is
\begin{equation}
C(h)=\frac{C_0}k+c_1h,\qquad c_1=\bar C'(0)+B=B-p\Delta .
\label{eq:c1def}
\end{equation}
The first part of $c_1$ comes from moving the front through the existing gradient, and the second comes from the disturbance of the field. Equation \eqref{eq:gt} becomes
\begin{equation}
T_0+gh=T_m-|m|\left(\frac{C_0}k+c_1h\right)-Gq^2h .
\end{equation}
The zeroth-order terms cancel by the choice of $T_0$, and the terms in $h$ give
\begin{equation}
c_1=-\frac{g+Gq^2}{|m|} .
\label{eq:c1}
\end{equation}
At a crest the front lies in warmer melt and is also curved. Both effects require a lower solute fraction there.

For the solute balance, the left side of \eqref{eq:flux} is, with $(1-k)C_0/k=\Delta$,
\begin{equation}
(1-k)\left(\frac{C_0}k+c_1h\right)(V+\sigma h)
=\Delta V+\left[\Delta\sigma+(1-k)Vc_1\right]h ,
\end{equation}
and the right side is
\begin{equation}
-D\left[\bar C'(0)+\bar C''(0)h-\beta Bh\right]
=Dp\Delta+\left[-Dp^2\Delta+D\beta B\right]h .
\end{equation}
The zeroth-order terms are equal because $Dp=V$. In the first-order terms, insert $B=c_1+p\Delta$ from \eqref{eq:c1def}:
\begin{equation}
\Delta\sigma+(1-k)Vc_1=V\Delta(\beta-p)+D\beta c_1 .
\end{equation}
Solving for $\sigma$ gives
\begin{equation}
\sigma=V(\beta-p)+\frac{c_1}\Delta\left[D\beta-(1-k)V\right].
\label{eq:sigmatwo}
\end{equation}
By \eqref{eq:c1}, $c_1/\Delta=-(g+Gq^2)/\Delta T_0$. With $D=V/p$ the result is
\begin{equation}
\sigma=V\left\{\beta-p-a\left[\beta-(1-k)p\right]\right\},\qquad
a=\frac{g+Gq^2}{p\,\Delta T_0} .
\label{eq:disp}
\end{equation}
The number $a$ compares the stabilising effects of temperature gradient and curvature with the liquidus slope ahead of the front.

The first term in \eqref{eq:sigmatwo} drives the growth. If the front kept a constant solute fraction, a crest would reach into melt that is poorer in solute, the local gradient would steepen, and rejected solute would escape faster. The second term opposes growth. The lower solute fraction at a crest weakens the outward diffusion, which is the part $D\beta c_1$. It also reduces the amount to be rejected, and this relief is the part $-(1-k)Vc_1$.

\subsection*{Part (d): the growth rate}

\textbf{Question.} Equation \eqref{eq:disp} still contains $\beta$, which depends on $\sigma$. Eliminate one of them and find the growth rate explicitly.

\textbf{Solution.} Dividing \eqref{eq:disp} by $pV=V^2/D$ gives
\begin{equation}
s=b-1-a(b-1+k).
\label{eq:s2}
\end{equation}
Equate this to \eqref{eq:s1} and bring all terms to one side. The coefficient of $b$ is $-1-1+a$, and the constant is $-w^2+1-a+ak$. Thus
\begin{equation}
P(b)\equiv b^2-(2-a)b+1-a(1-k)-w^2=0 .
\label{eq:quad}
\end{equation}
The discriminant is
\begin{equation}
(2-a)^2-4+4a(1-k)+4w^2=a^2-4ak+4w^2 ,
\end{equation}
because $-4a+4a(1-k)=-4ak$. Hence
\begin{equation}
b=1-\frac a2\pm\frac12\sqrt{a^2-4ak+4w^2} ,
\label{eq:broot}
\end{equation}
and $\sigma=(V^2/D)(b^2-b-w^2)$ for each allowed root. A root that fails the branch condition of part (b) is not a mode of the front.

\subsection*{Part (e): a criterion for growth}

\textbf{Question.} Show that the sign of one real expression, evaluated at zero growth, decides whether a ripple of given $q$ grows. Include the possibility of growing oscillations.

\textbf{Solution.} Suppose first that the roots \eqref{eq:broot} are complex. Their real part is $1-a/2$, which does not exceed 1 because $a\ge0$. By \eqref{eq:reb}, a growing or neutral ripple would need $\operatorname{Re}b>1$. A complex root therefore either belongs to a decaying ripple or fails the branch condition, and this model has no oscillatory instability.

Now let the roots be real. At $s=0$ the allowed solution of \eqref{eq:s1} is
\begin{equation}
b_0=\frac12+\sqrt{\frac14+w^2}>1 .
\label{eq:bzero}
\end{equation}
On the allowed branch $s=b^2-b-w^2$ increases with $b$, so growth means a root $b>b_0$. To see whether there is one, evaluate $P$ at $b_0$, using $b_0^2-w^2=b_0$:
\begin{equation}
P(b_0)=b_0-(2-a)b_0+1-a(1-k)=-F,
\end{equation}
\begin{equation}
F=(b_0-1)-a(b_0-1+k).
\label{eq:F}
\end{equation}
$F$ is the right side of \eqref{eq:s2} with $b$ replaced by $b_0$.

If $F>0$, then $P(b_0)<0$. The parabola $P$ opens upwards, so one root lies above $b_0$ and the ripple grows. If $F\le0$, then $P(b_0)\ge0$, and a root above $b_0$ would require the other root to be at least $b_0$ as well. The sum of the roots would then exceed $2b_0>2$, whereas by \eqref{eq:quad} it is $2-a\le2$. No such root exists. A ripple of the pure-mode form \eqref{eq:mode} therefore grows if and only if $F>0$.

\section{The stability limit and its use}

The second half uses the following symbols and results. The front moves at speed $V$, and $p=V/D$ is the inverse thickness of the solute layer. The far melt has solute fraction $C_0$, the melt at the front has $C_0/k$, and the freezing range is $\Delta T_0=|m|C_0(1-k)/k$. For a ripple of wavenumber $q$, put $w=q/p$ and $a=(g+Gq^2)/(p\,\Delta T_0)$, where $g\ge0$ is the temperature gradient and $G$ the Gibbs--Thomson coefficient. With
\begin{equation}
x=b_0-1=\sqrt{\frac14+w^2}-\frac12>0,\qquad w^2=x(1+x),
\label{eq:x}
\end{equation}
the ripple grows if and only if
\begin{equation}
F=x-a(x+k)>0 .
\label{eq:F2}
\end{equation}
The growth rate is $\sigma=(V^2/D)s$ with $s=b^2-b-w^2$ and $b=1-\tfrac a2\pm\tfrac12\sqrt{a^2-4ak+4w^2}$.

\subsection*{Part (f): the limiting speed}

\textbf{Question.} Set $g=0$. Find the speed $V_a$ at and above which no mode of the form \eqref{eq:mode} grows. What does a positive $g$ change?

\textbf{Solution.} With $g=0$ and $q^2=p^2x(1+x)$,
\begin{equation}
a=\frac{Gp}{\Delta T_0}\,x(1+x).
\end{equation}
Both terms of $F$ then contain the factor $x$:
\begin{equation}
F=x\left[1-\frac{Gp}{\Delta T_0}(1+x)(x+k)\right].
\label{eq:factor}
\end{equation}
The product $(1+x)(x+k)$ increases with $x$ and tends to $k$ as $x\to0$. If $Gpk<\Delta T_0$, the bracket is positive for sufficiently small $x$, and long ripples grow. If $Gpk\ge\Delta T_0$, the bracket is negative for every $x>0$. The front is thus unstable if and only if $GkV/D<\Delta T_0$, that is, for $V<V_a$ with
\begin{equation}
V_a=\frac{D\,\Delta T_0}{kG}=\frac{|m|C_0(1-k)D}{k^2G} .
\label{eq:va}
\end{equation}

This is the absolute-stability limit. No expansion in high speed was made, so \eqref{eq:va} is exact within the linear model at $g=0$. At $g=0$ the temperature $T_0$ does not depend on $V$, so the model does not select the speed, which is taken as given. For $q=0$ both roots are $b=1$ with $s=0$: a uniform change in the solute held by the layer changes the speed, and the front position drifts linearly in time. One factor $1/k$ comes from the freezing range. The other comes from the long-wave value $x+k\to k$. The fraction $C_0$ is that of the far melt. In terms of the fraction at the front, $C_L=C_0/k$, the same speed is $|m|C_L(1-k)D/(kG)$.

The long-wave limit shows the competition directly. For small $q$, $x\simeq q^2/p^2$. Multiplied by $pV$, the driving term in $F$ becomes $Dq^2$, which does not depend on the speed. The opposing term becomes $VkGq^2/\Delta T_0$, which is proportional to $V$. Their ratio is $V/V_a$. These terms fix the sign of the growth rate, not its size: for small $q$ and $V<V_a$ the upper root is $b\simeq1+w\sqrt{1-V/V_a}$, so $\sigma\simeq Vq\sqrt{1-V/V_a}$, linear in $q$. Faster freezing steepens the solute gradient, but it also makes the solute balance more sensitive to the change of composition that curvature imposes.

A positive $g$ subtracts $g(x+k)/(p\,\Delta T_0)$ from $F$. Hence $V\ge V_a$ still ensures stability, but the threshold itself lies lower. Moreover, $F=x(1-a)-ak$ can be positive only if $a<1$, so instability also requires $g<p\,\Delta T_0$, which is constitutional undercooling. At fixed $g>0$ a slow front with $V\le gD/\Delta T_0$ is therefore stable as well. The unstable speeds lie between a lower and an upper threshold, and for large enough $g$ there are none.

In the formula, $V_a$ vanishes as $C_0\to0$ or $k\to1$, when no solute is rejected, and diverges as $G\to0$. It also diverges as $k\to0$ at fixed $C_0$, but there the steady state becomes unattainable. At the start the front rejects about $(1-k)C_0$ per unit length frozen, whereas the steady layer holds $\Delta/p=C_0(1-k)D/(kV)$. Filling it takes a frozen length of order $D/(kV)$, which grows without bound as $k\to0$.

Within the linear model with fixed $k$, local equilibrium and a prescribed temperature field, no ripple mode grows at or above $V_a$, and at $g=0$ long ripples grow at every lower speed. It remains to find the unstable wavelengths with numbers, to examine latent heat, kinetic undercooling and speed-dependent partition, and to judge how far the limit applies to bismuth-implanted silicon.
